\section*{Why potassium and titanium need semicore states, and sodium less so}

\section{The result}

A core shell can be frozen in a projector augmented-wave (PAW) calculation if it lies inside the augmentation sphere and if no change in the valence shell or in the surroundings deforms it appreciably. Potassium and titanium violate this for different reasons.

\begin{itemize}
\item In potassium the $3s3p$ shell is large and soft. About 1.1 core electrons lie beyond 2 bohr, against 0.14 in sodium, and a neighbour's electric field polarizes the shell easily.
\item In titanium the $3s3p$ shell is more compact, and its upper level, $3p$, lies 34 eV below the valence levels, a larger gap than sodium's 26 eV. It must nevertheless be released when the $3d$ population changes appreciably, because $3d$ occupies the same region. Freezing it costs about 0.3 eV when one $3d$ electron is removed.
\item In sodium the $2s2p$ shell causes errors of some 20 meV in the same kinds of test. Whether it may be frozen depends on the accuracy required.
\end{itemize}

A small core-valence gap is therefore not the common cause. Level spacings, for which the gap sets only a rough scale, enter as denominators; the numerator measures how strongly the valence shell or the surroundings act on the core, and it can outweigh the gap.

\section{Model and meaning of freezing}

The numbers refer to free atoms in the local density approximation (LDA) with Slater exchange and VWN correlation. The atoms are spherical, nonrelativistic and not spin-polarized; titanium has the configuration $3d^24s^2$. Magnetism, relativity and errors of the LDA itself are left out. Orbital energies are Kohn--Sham eigenvalues, not measured excitation energies. Equations are in Hartree atomic units.

Write an orbital as $u(r)/r$ times a spherical harmonic, with $\int_0^\infty u^2\,dr=1$. Freezing means that the core orbitals are those of the neutral reference atom, while the valence orbitals adapt and stay orthogonal to them. Semicore states are the outermost core shell: $2s2p$ in Na, $3s3p$ in K and Ti. Releasing them means treating them as valence. The pseudization error of a PAW dataset is a separate matter.

\section{First contribution: core charge outside the sphere}

Let $f_c$ be the number of electrons in core shell $c$. The core charge beyond the sphere radius $r_c$ is
\begin{equation}
Q_{\rm out}(r_c)=\sum_c f_c\int_{r_c}^{\infty}u_c^2\,dr .
\end{equation}
A PAW calculation can retain this tail as a fixed smooth core density, so the charge need not be lost. What can suffer is the orthogonality between valence and core.

To see this, take a core function $u_c$ and a valence partial wave $u_i$ of the same angular momentum in the same local potential. With $V$ including the centrifugal term,
\begin{align}
-\tfrac12u_c''+Vu_c&=\varepsilon_cu_c, &
-\tfrac12u_i''+Vu_i&=\varepsilon_iu_i .
\end{align}
Multiply the first equation by $u_i$ and the second by $u_c$, and subtract the first from the second. The potential cancels:
\begin{equation}
-\tfrac12\left(u_cu_i''-u_iu_c''\right)=(\varepsilon_i-\varepsilon_c)u_cu_i .
\end{equation}
The bracket is the derivative of $u_cu_i'-u_iu_c'$, which vanishes at $r=0$. Integration up to $r_c$ gives
\begin{equation}
\int_0^{r_c}u_cu_i\,dr=
\frac{\left[u_iu_c'-u_cu_i'\right]_{r=r_c}}{2(\varepsilon_i-\varepsilon_c)} .
\end{equation}
If $u_c$ and its slope vanish at $r_c$, each partial wave is orthogonal to the core within the sphere. So is any crystal orbital that is a combination of partial waves there.

If the core leaks out, an overlap with the crystal orbital $\psi$ also arises outside, where $\psi$ is shaped by the neighbours. The Cauchy--Schwarz inequality limits it:
\begin{equation}
\left|\int_{\rm out}\phi_c^*\psi\,d^3r\right|\le
\sqrt{q_c}\left(\int_{\rm out}|\psi|^2d^3r\right)^{1/2},
\end{equation}
where $q_c$ is the fraction of core orbital $\phi_c$ outside. The square root matters: a fraction of 0.01 permits an overlap amplitude of up to 0.1 for a normalized $\psi$.

The atomic calculations give the following numbers of core electrons outside.

\begin{center}
\begin{tabular}{lcccc}
$r_c$ (bohr) & 1.5 & 2.0 & 2.5 & 3.0\\
Na & 0.55 & 0.14 & 0.03 & 0.01\\
K & 2.9 & 1.1 & 0.41 & 0.14\\
Ti & 1.2 & 0.28 & 0.06 & 0.01
\end{tabular}
\end{center}

At 2 bohr potassium has $1.15/0.138\approx8$ times as much core charge outside as sodium, and titanium about twice as much. A larger sphere helps: potassium at 3 bohr is as well confined as sodium at 2 bohr. To leave only 0.01 electron outside, potassium needs about 4.2 bohr, and sodium and titanium about 3 bohr. Such a sphere is usable if the neighbours are far enough away that spheres do not overlap appreciably. A short bond removes that freedom, and releasing the shell is then the remedy.

\section{Second contribution: the core's missing relaxation}

\subsection{Why the error is quadratic}

Change the valence occupation and minimize the energy twice, once with all orbitals free and once with the core fixed. The second search covers a subset of the first, so
\begin{equation}
\Delta E=E_{\rm frozen}-E_{\rm relaxed}\ge0 .
\end{equation}
This presumes that both self-consistent solutions are minima for their given occupations.

The size follows from letting the frozen core relax slightly. Let $h$ be the Kohn--Sham Hamiltonian of the frozen-core solution, $c$ a core orbital and $u$ an orbital outside the core with the same angular momentum. All orbitals are real, and $f_c,f_u$ are the electron numbers in the two shells. Rotate the pair by an angle $\theta$:
\begin{align}
c'&=c\cos\theta+u\sin\theta, & u'&=u\cos\theta-c\sin\theta .
\end{align}
With $h_{ab}=\langle a|h|b\rangle$, the new diagonal elements are
\begin{align}
h_{c'c'}&=h_{cc}\cos^2\theta+h_{uu}\sin^2\theta+h_{uc}\sin2\theta,\\
h_{u'u'}&=h_{uu}\cos^2\theta+h_{cc}\sin^2\theta-h_{uc}\sin2\theta .
\end{align}
The kinetic and nuclear terms of the energy are sums of $f_a$ times orbital expectation values, and the Hartree and exchange-correlation potentials in $h$ are the derivatives of the remaining terms with respect to the density. The total energy therefore changes by the change of $\sum_af_ah_{aa}$ at fixed $h$, plus a term of second order in the density change, which is dropped here. Using $\cos^2\theta-1=-\sin^2\theta$, the change of $f_ch_{cc}+f_uh_{uu}$ is
\begin{equation}
\delta E=(f_c-f_u)\left[(h_{uu}-h_{cc})\sin^2\theta+h_{uc}\sin2\theta\right].
\end{equation}
For small $\theta$ the bracket becomes $(h_{uu}-h_{cc})\theta^2+2h_{uc}\theta$. Its derivative vanishes at $\theta=-h_{uc}/(h_{uu}-h_{cc})$, where the bracket equals $-h_{uc}^2/(h_{uu}-h_{cc})$. The frozen core misses this lowering. Summing over pairs,
\begin{equation}
\Delta E\approx\sum_{c,u}(f_c-f_u)
\frac{|\langle u|h|c\rangle|^2}{\varepsilon_u-\varepsilon_c},
\qquad \varepsilon_a=h_{aa}.
\label{eq:relax}
\end{equation}

Different pairs do not interfere at this order. The orbitals outside the core diagonalize $h$ among themselves, and off-diagonal elements between core orbitals are themselves small, so they enter at third order. What equation (\ref{eq:relax}) does omit at second order is the change of the potential caused by the core's own relaxation. It is therefore an estimate of size.

In the reference atom $\langle u|h|c\rangle=0$, because core and valence are eigenstates of one Hamiltonian. A small valence change $x$ makes this element proportional to $x$, hence $\Delta E\propto x^2$. Removing 0.05 and 0.10 of a $3d$ electron from titanium gives errors of 0.39 and 1.63 meV. Their ratio is 4.2, corresponding to a power of 2.06.

The denominators need care. A spherical change mixes orbitals of equal angular momentum, so $3p$ mixes with empty $p$ states and not with $3d$. The core-valence gap thus sets only a rough scale for the smallest denominators.

\subsection{Why penetration matters}

Let $q(r)$ be the charge, in electrons, of one spherical valence electron inside radius $r$. Its repulsive potential energy for another electron is
\begin{equation}
v(r)=\frac{q(r)}{r}+\int_r^\infty\frac{q'(s)}{s}\,ds .
\end{equation}
Differentiation gives $q'/r-q/r^2$ from the first term and $-q'/r$ from the second, so
\begin{equation}
\frac{dv}{dr}=-\frac{q(r)}{r^2}.
\end{equation}
Where $q=0$, the potential is constant. A constant shifts the core energies but has no matrix element between orthogonal orbitals. Electrostatically, a valence electron with a spherical charge distribution deforms the core only to the extent that it penetrates it.

As a measure, take the radius containing 90\% of the semicore charge and ask how much of a valence electron lies inside.

\begin{center}
\begin{tabular}{lccc}
 & gap (eV) & radius (bohr) & valence inside\\
Na & 26.05 & 1.37 & $3s$: 1.9\%\\
K & 16.5 & 2.18 & $4s$: 3.7\%\\
Ti & 34.1 & 1.65 & $4s$: 4.4\%, $3d$: 63\%
\end{tabular}
\end{center}

The $3d$ orbital is the lowest $d$ state. It has no inner $d$ shell to which it must be orthogonal, and so no radial node that would push its weight outwards. At the edge of titanium's semicore, one $3d$ electron produces a potential slope of $0.63/1.65^2\approx0.23$ hartree/bohr. One $4s$ electron produces $0.044/1.65^2\approx0.016$ hartree/bohr.

\subsection{The computed errors}

The table shows $\Delta E$ for the removal of one valence electron, relative to full relaxation of all orbitals, together with the estimate (\ref{eq:relax}).

\begin{center}
\begin{tabular}{lccc}
removed & frozen (meV) & estimate (meV) & released (meV)\\
Na $3s$ & 17 & 25 & $<0.01$\\
K $4s$ & 25 & 34 & $<0.01$\\
Ti $4s$ & 1.4 & 1.4 & 0.02\\
Ti $3d$ & 296 & 398 & 0.5
\end{tabular}
\end{center}

Titanium's $3d$ error is $296/25\approx12$ times potassium's, although its gap is twice as large. Within titanium, removing $3d$ instead of $4s$ raises the error by a factor of about 200 with the same frozen core. The choice of valence orbital therefore matters, but the size of the factor also reflects the unusually small $4s$ value discussed next and is not a measure of penetration alone.

Penetration does not order the three $s$ cases, however. Titanium's $4s$ penetrates slightly more than the alkali electrons do, yet its removal gives the smallest error. Gauss's law covers the electrostatic potential only; the exchange-correlation potential depends nonlinearly on the local density and also changes where core and valence overlap. An alkali atom moreover loses its only valence electron, while titanium keeps three that can readjust. That these two effects explain the order is a conjecture, not something the calculation separates.

For titanium it matters how much of the shell is released. With $3p$ in valence and $3s$ frozen, the $3d$ error is 19 meV; with both released it is 0.5 meV. The first choice removes most of the error, and the second is needed if 19 meV counts.

A full $3d$ electron is a severe change, and the 296 meV refer to its removal from the atom; a change of the $3d$ population at fixed charge, such as a transfer from $4s$ to $3d$, need not give an error of the same size. For 0.10 electron the error is 1.6 meV, so a material in which the $3d$ population stays close to the reference may tolerate the frozen shell. The quadratic law should not be stretched to a whole electron: it would give $1.63\times10^2=163$ meV instead of 296 meV.

\section{Third contribution: polarization by neighbours}

Spherical ionization barely distinguishes potassium from sodium: 25 against 17 meV. A charged neighbour, however, also produces an electric field, whose potential is not constant across the core.

For a uniform field $F$ along $z$, the perturbation of an electron is $Fz$. The first-order energy of a closed-shell core vanishes by parity, so a rigid core gains nothing. With independent electrons, the second-order energy is
\begin{equation}
E_2=-F^2\sum_{c,u}\frac{|\langle u|z|c\rangle|^2}{\varepsilon_u-\varepsilon_c}
=-\tfrac12\alpha_0F^2,
\end{equation}
where $c$ runs over occupied and $u$ over empty spin orbitals. Comparison of the two forms gives
\begin{equation}
\alpha_0=2\sum_{c,u}\frac{|\langle u|z|c\rangle|^2}{\varepsilon_u-\varepsilon_c}.
\end{equation}

Replace each denominator by the smallest one, the ion's own gap $\Delta$, which can only raise the sum. Completeness gives $\sum_u|\langle u|z|c\rangle|^2\le\langle c|z^2|c\rangle$, since the left side omits the occupied states. In closed shells $z^2$ averages to $r^2/3$. Therefore
\begin{equation}
\alpha_0\le\frac{2}{3\Delta}\sum_cf_c\langle r^2\rangle_c ,
\label{eq:limit}
\end{equation}
with the last sum over shells. A large extent and a small gap both raise this limit.

From Na$^+$ to K$^+$ the sum of $f\langle r^2\rangle$ grows from 6.6 to 19.6 bohr$^2$, a factor of 3.0, while the gap falls from 29.5 to 18.9 eV, a factor of 1.6. For K$^+$, $\Delta=18.90/27.21=0.695$ hartree, and the limit is $2\times19.59/(3\times0.695)=18.8$ bohr$^3$. The independent-electron value is 8.9 bohr$^3$. The two factors describe the limit, not the polarizability itself: the limit rises by $18.8/4.06\approx4.6$ from Na$^+$ to K$^+$, while $\alpha_0$ rises by $8.89/1.23\approx7.2$. The gap is only the smallest of the denominators in the sum.

When the potential responds self-consistently, as in a Gaussian-basis calculation of the ion in a small finite field, the polarizability $\alpha$ is smaller: 5.7 bohr$^3$ for K$^+$, 1.1 for Na$^+$ and 1.5 for Ti$^{4+}$. The energy missed by a rigid core is $\alpha F^2/2$. A unit charge at 5 bohr produces $F=1/5^2=0.04$ atomic units at the nucleus. Treating this field as uniform over K$^+$ gives
\begin{equation}
\tfrac12(5.741)(0.04)^2=0.00459\ {\rm hartree}=125\ {\rm meV}.
\end{equation}
The corresponding values are 23 meV for Na$^+$ and 33 meV for Ti$^{4+}$. Here potassium stands out, by a factor of about 5 over sodium.

This is the response to one neighbour, not the error of a crystal energy. At a site with inversion symmetry the fields of the neighbours cancel at the nucleus and this dipole term vanishes, but the variation of the field across the ion can still deform the core. The dipole term returns when an atom moves off its site, at a surface or in a low-symmetry structure. The real field of a nearby charge also varies across the ion, which the uniform-field estimate ignores. The numbers refer to bare ions, so screening of the field by valence electrons is left out as well.

\section{Weighing the contributions}

For potassium, core extent and polarization stand out. Both are several times larger than in sodium. The second is raised by the size of the core and by its lower excitation energies, of which the gap is only the smallest. A large sphere in a symmetric, open structure reduces the problem; short bonds and uneven surroundings bring it back.

For titanium, the overlap of $3d$ with $3s3p$ decides. The large gap reduces the error but does not compensate for the strong coupling. Enlarging the sphere confines the core tail but leaves this error in place, since the core orbitals stay frozen whatever the sphere radius.

For sodium, no contribution is dominant. Errors near 20 meV in the two energy tests are acceptable for some purposes and not for others. Strong local fields or a small sphere favour releasing $2s2p$, or at least $2p$.

Other early transition metals share the structural feature found in titanium: a $d$ shell with the same principal quantum number as the outer $s$ and $p$ core shells. That is a reason to test the frozen shell there too, but the size of the error must be computed for each element. The $4d$ and $5d$ orbitals, moreover, have radial nodes, which $3d$ lacks. Late transition metals share the feature as well, so the argument alone does not say whether freezing becomes acceptable further along a row.

Releasing a shell has a price. There are more electrons to treat, and their compact orbitals require a finer basis and partial waves that describe semicore and valence energies together. The choice should follow from the energy differences sought and from how far the valence shell and its surroundings depart from the reference atom.

The numerical check compares the radial solutions for the three ions with independent Gaussian calculations. Core charges beyond 2 bohr agree within 0.003 electron, and the independent-electron polarizabilities within 0.1\%. Total energies differ by up to 0.01 hartree, far more than the meV errors discussed here. The frozen-core errors on removing an electron are differences taken within one radial basis; they do not rest on that agreement and are not checked by a second method. The self-consistent polarizabilities and the polarization energies come from the Gaussian calculation alone, where the values from the energy and from the induced dipole are required to agree within 2\%.

\section*{Computed results}
\begin{verbatim}
1 hartree = 27.21139 eV
LDA free atoms; r_c in bohr
Na levels (eV): 2s -56.15, 2p -28.86, 3s -2.81
Na core-valence gap: 26.05 eV
Na core electrons outside r_c: 1.5: 0.5540, 2.0: 0.1382, 2.5: 0.0341, 3.0: 0.0084
Na radius leaving 0.01 core electron: 2.94 bohr
Na 90% semicore radius 1.37 bohr; valence inside: 3s 1.9%
K levels (eV): 3s -34.88, 3p -18.88, 4s -2.42
K core-valence gap: 16.46 eV
K core electrons outside r_c: 1.5: 2.9383, 2.0: 1.1465, 2.5: 0.4071, 3.0: 0.1388
K radius leaving 0.01 core electron: 4.20 bohr
K 90% semicore radius 2.18 bohr; valence inside: 4s 3.7%
Ti levels (eV): 3s -61.44, 3p -38.72, 4s -4.55, 3d -4.63
Ti core-valence gap: 34.09 eV
Ti core electrons outside r_c: 1.5: 1.2075, 2.0: 0.2792, 2.5: 0.0591, 3.0: 0.0120
Ti radius leaving 0.01 core electron: 3.06 bohr
Ti 90% semicore radius 1.65 bohr; valence inside: 4s 4.4%, 3d 62.6%
Frozen-core error on removing one valence electron (meV)
Na 3s: semicore frozen 17.414, estimate 25.037, released 0.001
K 4s: semicore frozen 25.212, estimate 34.044, released 0.000
Ti 4s: semicore frozen 1.425, estimate 1.443, released 0.015
Ti 3d: semicore frozen 295.840, estimate 398.087, released 0.488
Ti 3d: only 3p released 19.226 meV
Ti 3d error for 0.05 and 0.10 electron: 0.3904, 1.6298 meV
Power of the error in the 3d change: 2.062
Closed-shell cores; unit charge at 5.0 bohr, F = 0.040 a.u.
Na1+ gap 29.54 eV, sum f<r^2> 6.60 bohr^2
Na1+ alpha (bohr^3): independent 1.231, limit 4.056, relaxed 1.079
Na1+ energy missed by frozen core: 23.5 meV
K1+ gap 18.90 eV, sum f<r^2> 19.59 bohr^2
K1+ alpha (bohr^3): independent 8.886, limit 18.804, relaxed 5.741
K1+ energy missed by frozen core: 125.0 meV
Ti4+ gap 36.57 eV, sum f<r^2> 10.50 bohr^2
Ti4+ alpha (bohr^3): independent 2.403, limit 5.210, relaxed 1.502
Ti4+ energy missed by frozen core: 32.7 meV
Largest spline-Gaussian differences over the three ions:
total energy 9.8e-03 hartree, top level 2.3e-04 hartree
charge beyond 2 bohr 2.8e-03 e, independent alpha 0.06%
\end{verbatim}
